# When and why ions reach the sheath with half an electron temperature

**Q.** I am told that ions enter the sheath of my discharge with an energy of half an electron temperature, and that the density there is 0.61 of the density in the centre. Why these two numbers? Does it suffice that the ions make no collisions?

**A.** It does not suffice. The two numbers belong to ions that all start from rest at the place where the reference density is measured, with no new ions born on the way. A planar discharge fed by ionization between centre and wall breaks that condition.

I take a steady plasma with singly charged ions of mass $m$, charge $+e$ and negligible temperature. $T_e$ denotes the electron temperature as an energy. The potential $\phi$ is zero where the ions start, and there both densities equal $n_0$. The potential falls towards the wall, so I use the positive quantity

$$\eta=-\frac{e\phi}{T_e}.$$

The electrons are isothermal and their inertia is negligible. The wall is negative enough to turn nearly all of them back, so electric force and pressure balance:

$$n_e e\,\frac{d\phi}{dx}=T_e\frac{dn_e}{dx}\quad\Rightarrow\quad n_e=n_0e^{e\phi/T_e}=n_0e^{-\eta}.$$

The density ratio is therefore fixed once we know the potential drop up to the sheath edge.

**Q.** What decides where the sheath begins? The potential falls smoothly.

**A.** The edge is where quasineutrality can no longer be maintained. Start on the sheath side. Let both densities be $n_s$ at the edge, and let the ions enter with speed $Mc_s$, where $c_s=\sqrt{T_e/m}$ is the Bohm speed. Call the further drop inside the sheath $\chi$, in units of $T_e/e$. Energy conservation gives

$$\tfrac12mv^2=\tfrac12mM^2c_s^2+T_e\chi\quad\Rightarrow\quad v=Mc_s\sqrt{1+2\chi/M^2}.$$

I assume a sheath thin enough to be treated as planar and source-free, so $n_iv$ is constant and $n_i=n_s(1+2\chi/M^2)^{-1/2}$. The electrons have $n_e=n_se^{-\chi}$. Poisson's equation is $\phi''=-e(n_i-n_e)/\varepsilon_0$. The minus sign in the definition of $\chi$ cancels the one on the right. With lengths in edge Debye lengths $\lambda_s=\sqrt{\varepsilon_0T_e/(e^2n_s)}$,

$$\chi''=\left(1+\frac{2\chi}{M^2}\right)^{-1/2}-e^{-\chi}.$$

For small $\chi$ the two terms are $1-\chi/M^2+3\chi^2/(2M^4)$ and $1-\chi+\chi^2/2$, so

$$\chi''\approx\left(1-\frac1{M^2}\right)\chi+\left(\frac{3}{2M^4}-\frac12\right)\chi^2 .$$

If $M<1$, the linear coefficient is negative. A small drop then produces net negative charge, which bends the potential back, and $\chi$ oscillates. Such a solution cannot rise smoothly out of a field-free plasma. Slow ions are the cause: a given drop speeds them up by a large fraction, so their density falls faster than that of the electrons.

If $M\ge1$, the charge is positive for every $\chi>0$, because

$$1+\frac{2\chi}{M^2}\le1+2\chi<e^{2\chi},$$

and taking the inverse square root reverses the inequality. The potential then falls ever more steeply towards the wall. At $M=1$ the linear term vanishes and $\chi''\approx\chi^2$, which is solved by $\chi=6/(s_0-s)^2$, with $s$ the distance towards the wall and $s_0$ a constant. This does tend to zero on the plasma side.

Integration of the full nonlinear equation agrees. For $M=0.8$ the wavenumber is $\sqrt{1/0.64-1}=0.75$. A small $\chi$ released with zero slope should first vanish at $\pi/(2\times0.75)=2.094$, and the integration gives 2.095. For $M=1.2$ the growth rate is 0.553, as $\sqrt{1-1/1.44}$ requires.

**Q.** That gives a lower limit on the speed. Why should the ions not arrive faster?

**A.** The answer comes from the plasma side, and we need a geometry. Let a small, strongly negative sphere draw ions from a large plasma, where they are at rest and have density $n_0$. They fall radially, without collisions, and none are created on the way. This region of weak field is the presheath. Energy conservation gives

$$\tfrac12mv^2=T_e\eta\quad\Rightarrow\quad v=c_s\sqrt{2\eta}.$$

Quasineutrality gives the ions the electron density, so their flux density is

$$j=n_0c_s\sqrt{2\eta}\,e^{-\eta}.$$

Taking the logarithm and differentiating,

$$\frac{d\ln j}{d\eta}=\frac1{2\eta}-1 .$$

The first term is the fractional gain in speed per unit of $\eta$, and the second is the fractional loss of density. At first the gain in speed wins. The two balance at $\eta=\tfrac12$, where the flux density has its maximum.

The same number of ions crosses every sphere per second, so $r^2j$ is constant and $2\,dr/r+d\ln j=0$. Hence

$$\frac{d\eta}{dr}=-\frac2r\,\frac{2\eta}{1-2\eta}.$$

Moving inward, $\eta$ rises from zero and its slope becomes infinite at $\eta=\tfrac12$. A still smaller sphere would have to carry a larger flux density than quasineutral plasma can supply. Quasineutrality must fail there, and the ion speed at that point is $c_s\sqrt{2\times\tfrac12}=c_s$. The presheath brings the ions up to $M=1$ from below, and the sheath accepts them from $M=1$ upward. The two conditions meet at one value:

$$\tfrac12mv_s^2=\tfrac12T_e,\qquad \frac{n_s}{n_0}=e^{-1/2}=0.607,\qquad j_s=0.607\,n_0c_s .$$

The convergence matters. If the flow area had a minimum and then widened, the same relation would let $\eta$ pass $\tfrac12$ at the narrowest place, and the ions could become faster while the plasma stayed quasineutral.

**Q.** Why does the electron temperature set the energy of cold ions?

**A.** The field that accelerates the ions is the one that holds the electrons back. The electron force balance gives the force on one ion as

$$eE=-e\frac{d\phi}{dx}=-\frac{T_e}{n}\frac{dn}{dx}.$$

Integrated along the path, this is an energy $T_e\ln(n_0/n_s)$. For ions starting from rest at $n_0$, the energy gain and the density drop are therefore one statement: $T_e/2$ of energy means $\ln(n_0/n_s)=\tfrac12$.

**Q.** Please put numbers in.

**A.** Take model values $T_e=3$ eV, $m=40$ u, $n_0=10^{17}\ \mathrm{m^{-3}}$ and an edge radius $a=10$ mm. The collecting surface lies somewhat inside $a$. The Bohm speed is

$$c_s=\sqrt{\frac{3\times1.602\times10^{-19}\ \mathrm J}{40\times1.661\times10^{-27}\ \mathrm{kg}}}=2690\ \mathrm{m/s}.$$

The presheath drop is $0.5\times3=1.5$ V, so the ions arrive with 1.5 eV. The edge density is $0.6065\times10^{17}=6.07\times10^{16}\ \mathrm{m^{-3}}$. The particle flux density is $6.07\times10^{16}\times2690=1.63\times10^{20}\ \mathrm{m^{-2}s^{-1}}$, and multiplied by $e$ it gives a current density of $26.1\ \mathrm{A/m^2}$.

The potential profile follows from $r^2j=a^2j_s$:

$$\frac{r^2}{a^2}=\frac{e^{-1/2}}{\sqrt{2\eta}\,e^{-\eta}} .$$

| $\eta$ | $r$ (mm) | $n/n_0$ | $v/c_s$ |
|---|---|---|---|
| 0.01 | 20.81 | 0.990 | 0.141 |
| 0.10 | 12.24 | 0.905 | 0.447 |
| 0.30 | 10.28 | 0.741 | 0.775 |
| 0.50 | 10.00 | 0.607 | 1.000 |

Far away, $e^{-\eta}\to1$, and squaring the relation gives $\eta\approx a^4/(2e_{\rm N}r^4)$ with $e_{\rm N}=2.718$. At 20.81 mm this is 0.0098, close to the 0.01 in the table. The last two-fifths of the drop, from 0.30 to 0.50, takes only 0.28 mm.

The ions must be cold in a strict sense here. Angular momentum is conserved, so a sideways speed $v_t$ at radius $r$ has become $v_tr/a$ at the edge. It must still be small compared with $c_s$, but that is not enough. An ion without radial speed is drawn inward only if the electric force exceeds $mv_t^2/r$. With the slope found above, this means $v_t^2<4\eta c_s^2/(1-2\eta)$. At 20.81 mm the limit is $0.20\,c_s$, and it falls quickly further out because $\eta$ does. Ions at room temperature have a thermal speed of about $\sqrt{0.026/3}\,c_s=0.09\,c_s$, so one with this sideways speed and no radial speed is not drawn in from beyond about three edge radii, and the model fails there. The edge values shift as well. If collisionless ions arrive from all directions with one energy $\beta T_e$, and those with small enough angular momentum are collected, quasineutrality gives $j/(n_0c_s)=\sqrt{2(\beta+\eta)}\,e^{-\eta}-\sqrt{2\beta}\,e^{-2\eta}$ in the inner region. For the speed $0.09\,c_s$, $\beta=0.0043$, and the maximum lies at $\eta=0.55$, with density ratio and flux both near 0.58 instead of 0.607. The correction is of order $\sqrt\beta$ and vanishes only slowly. Two further limits apply to this example. At $10^{17}\ \mathrm{m^{-3}}$ room-temperature ions scatter off each other within about 0.3 mm, so single orbits do not describe the outer region, and these figures only indicate the size of the effect. Freedom from collisions with the gas over several centimetres needs an argon pressure of a few hundredths of a pascal or less.

**Q.** An infinite slope at the edge cannot be real. What happens there?

**A.** The infinite slope comes from setting the Debye length to zero. In the example $\lambda_D=\sqrt{\varepsilon_0T_e/(e^2n_0)}=0.041$ mm, so the last 0.28 mm is about seven Debye lengths, and space charge matters there.

Put $\eta=\tfrac12+w$ and $r=a-x$, with $w$ and $x/a$ small. The ion density is

$$\frac{n_i}{n_s}=\frac{a^2}{r^2\sqrt{2\eta}}\approx\left(1+\frac{2x}{a}\right)\left(1-w+\tfrac32w^2\right),$$

and the electron density is $n_e/n_s=e^{-w}\approx1-w+\tfrac12w^2$. The terms linear in $w$ cancel, which is the Bohm condition again. To leading order Poisson's equation becomes

$$\lambda_s^2\frac{d^2w}{dx^2}=w^2+\frac{2x}{a}.$$

Now write $w=\delta W$ and $x=\ell X$, and require all three terms to have the same size: $\lambda_s^2\delta/\ell^2=\delta^2=\ell/a$. The second equality gives $\ell=a\delta^2$. Inserted into the first, it gives $\delta^5=(\lambda_s/a)^2$, so

$$\delta=\left(\frac{\lambda_s}{a}\right)^{2/5},\qquad \ell=a\left(\frac{\lambda_s}{a}\right)^{4/5}.$$

The neglected terms, $w^3$, $xw/a$ and the spherical term $(2/r)\,d\eta/dr$ in the Laplacian, are smaller than those kept by a factor of order $\delta$ or $\ell/a$. What remains, $W''=W^2+2X$, contains no parameter. It must join the quasineutral branch $W=-\sqrt{-2X}$ on the plasma side. A small deviation $p$ from this branch obeys $p''\approx2Wp$ with $W<0$, so it oscillates. A smooth presheath carries no such oscillation, and this requirement selects a single solution. To leading order, the potential at $r=a$ therefore differs from $\tfrac12$ by a fixed number times $\delta$. Integrating this solution gives $W(0)=-0.725$, and the full solutions below approach it slowly, with shift$/\delta=-0.67$, $-0.70$ and $-0.71$ for $a/\lambda_D=246$, $10^3$ and $10^4$.

This correction dies out slowly. The full spherical Poisson equation, solved with the ion current held fixed, gives $\eta(a)=0.4515$ for $a/\lambda_D=10^3$ and $0.4802$ for $10^4$. The shifts from $\tfrac12$ have the ratio 0.41, while the power $2/5$ predicts $10^{-0.4}=0.40$. Extrapolation with that power gives 0.499.

In the example $a/\lambda_D=246$ and $\eta(a)=0.418$. At $r=a$ the ions have 1.25 eV, about 16% below the limiting 1.5 eV, and they reach 1.5 eV a little further in. At finite Debye length the edge is a zone, and 0.607 is the density ratio in the limit $\lambda_D/a\to0$.

**Q.** My reactor has flat electrodes. Can I use the same result with the density measured at the midplane?

**A.** Not with these numbers. In a plane without sources $j$ is constant, so

$$\left(\frac1{2\eta}-1\right)\frac{d\eta}{dx}=0,$$

and for $\eta<\tfrac12$ the potential cannot change at all. In your reactor the flux is zero at the midplane by symmetry, so it must grow towards the wall. Ionization makes it grow, and then many ions start part of the way down the potential.

First treat the ions as a cold fluid with one velocity $v$ at each point, and let them be born at rest. The particle balance is $d(nv)/dx=S$, with $S>0$ the ionization rate. Newborn ions bring no momentum, so the momentum balance has no source term:

$$\frac{d}{dx}(mnv^2)=neE=-T_e\frac{dn}{dx}.$$

Integrating from the midplane, where $v=0$ by symmetry, and writing $u=v/c_s$,

$$mnv^2+nT_e=n_0T_e\quad\Rightarrow\quad\frac n{n_0}=\frac1{1+u^2}.$$

The flux density is $n_0c_s\,u/(1+u^2)$, with derivative $n_0c_s(1-u^2)/(1+u^2)^2$ with respect to $u$. It has to grow towards the wall, and it can do so up to $u=1$. The edge is again at the Bohm speed, but now $n_s=n_0/2$, and the drop is $\ln2=0.693$ in units of $T_e/e$.

**Q.** The directed energy is still $T_e/2$, yet the drop is $0.69\,T_e/e$. Where is the rest?

**A.** Ions born on the way fall through only part of the drop. The one-velocity fluid hides how the energy is shared among them, because ions born at different places really have different speeds. Follow them separately. Let $n_0c_s\,g(\eta')\,d\eta'$ be the flux of ions born between $\eta'$ and $\eta'+d\eta'$. At $\eta$ they move with speed $c_s\sqrt{2(\eta-\eta')}$. Density is flux divided by speed, so quasineutrality requires

$$e^{-\eta}=\int_0^\eta\frac{g(\eta')\,d\eta'}{\sqrt{2(\eta-\eta')}} .$$

Multiply by $1/\sqrt{\tau-\eta}$, integrate over $\eta$ from 0 to $\tau$, and exchange the order of integration. The inner integral is

$$\int_{\eta'}^{\tau}\frac{d\eta}{\sqrt{(\tau-\eta)(\eta-\eta')}}=\pi,$$

as the substitution $\eta=\eta'+(\tau-\eta')\sin^2\theta$ shows. On the left, put $\tau-\eta=y^2$:

$$\int_0^\tau\frac{e^{-\eta}d\eta}{\sqrt{\tau-\eta}}=2e^{-\tau}\int_0^{\sqrt\tau}e^{y^2}dy=2D(\sqrt\tau),$$

where $D$ is Dawson's function. The flux density in units of $n_0c_s$ is then

$$\Gamma(\tau)=\int_0^\tau g\,d\eta'=\frac{2\sqrt2}{\pi}D(\sqrt\tau).$$

The source $S(x)$ has dropped out. It decides where a given potential lies in space, but not how much flux passes there. Since $\Gamma$ must grow towards the wall, the edge is its maximum. With $D'(y)=1-2yD(y)$, this lies at $2y_sD(y_s)=1$, whose root gives $\eta_s=y_s^2=0.854$. The density ratio is $e^{-0.854}=0.426$ and the flux density is $0.487\,n_0c_s$.

For the mean energy carried by an ion crossing the edge, integrate by parts, using $g=d\Gamma/d\eta$ and $\Gamma(0)=0$:

$$\frac{\langle\mathcal E\rangle}{T_e}=\frac{\int_0^{\eta_s}g\,(\eta_s-\eta')\,d\eta'}{\Gamma_s}=\frac{\int_0^{\eta_s}\Gamma\,d\eta}{\Gamma_s}=\frac{\int_0^{y_s}2yD\,dy}{D(y_s)} .$$

Replacing $2yD$ by $1-D'$, and using $D(y_s)=1/(2y_s)$,

$$\frac{\langle\mathcal E\rangle}{T_e}=\frac{y_s-D(y_s)}{D(y_s)}=2\eta_s-1=0.708 .$$

An ion born at the midplane brings the full $0.854\,T_e$, and ions born later bring less. The mean over the ions present at the edge, rather than over those crossing it, is smaller because slow ions linger. The momentum balance, now with the mean square speed, gives $n(\langle u^2\rangle+1)=n_0$. This mean energy is therefore $\tfrac12(e^{\eta_s}-1)T_e=0.675\,T_e$. Neither mean is $T_e/2$, although no ion has made a collision.

**Q.** How much does the choice matter for the ion flux I calculate?

**A.** At equal $n_0$ and $T_e$ the results are:

| Presheath | $n_s/n_0$ | $j_s/(n_0c_s)$ |
|---|---|---|
| converging, no source | 0.607 | 0.607 |
| planar, cold fluid | 0.500 | 0.500 |
| planar, kinetic ions | 0.426 | 0.487 |

Using 0.607 with a midplane density overestimates the flux by a factor $0.607/0.487=1.25$ relative to the kinetic planar model. For the parameters above, the current density falls from 26.1 to $26.1\times0.487/0.607=21\ \mathrm{A/m^2}$. This requires an ion mean free path well above the distance from midplane to electrode. In argon at 1 Pa and room temperature the path is only a few millimetres, and with collisions the flux is lower still. The density ratios differ more than the fluxes, because the kinetic ions cross the edge with a mean speed of $0.487/0.426=1.14\,c_s$.

For the energy at the wall, add the sheath drop, provided the ions cross the sheath without collisions. With a steady sheath of 100 V, the presheath contributes an electronvolt or two out of about a hundred. What the choice of presheath model changes noticeably at the wall is then the ion flux, not the ion energy.

**Q.** And if the ions do collide with the gas in the presheath?

**A.** Then $v=c_s\sqrt{2\eta}$ is lost, and 0.607 with it. In the planar cold-fluid model, friction makes $mnv^2+nT_e$ decrease towards the wall. If the ions still enter the sheath at $c_s$, then $2n_sT_e<n_0T_e$, so the edge density lies below half the midplane value. Their directed energy is still $T_e/2$, but the potential drop needed to provide it is larger than $\ln2$ in units of $T_e/e$. For ions of a single speed, the Bohm speed is thus a condition at the sheath entrance, while the density ratio records how the ions got there. The numerical output below lists the values for all three collisionless cases.

## Values computed for the example and the checks

```
INPUTS
electron temperature = 3.0 eV
ion mass = 40 u
starting density n0 = 1.00e+17 m^-3
sheath-edge radius a = 10.0 mm
CONVERGING SOURCE-FREE PRESHEATH
drop at flux maximum = 0.5000 Te/e
density ratio at edge = 0.6065
Bohm speed = 2690.1 m/s
presheath potential drop = 1.500 V
ion energy at edge = 1.500 eV
edge density = 6.065e+16 m^-3
ion flux density = 1.632e+20 m^-2 s^-1
ion current density = 26.14 A/m^2
drop 0.01 Te/e: r = 20.81 mm, n/n0 = 0.9900, u/cs = 0.1414
drop 0.10 Te/e: r = 12.24 mm, n/n0 = 0.9048, u/cs = 0.4472
drop 0.30 Te/e: r = 10.28 mm, n/n0 = 0.7408, u/cs = 0.7746
drop 0.50 Te/e: r = 10.00 mm, n/n0 = 0.6065, u/cs = 1.0000
FINITE DEBYE LENGTH
Debye length at n0 = 0.0407 mm
a/Debye length = 245.6
example: drop at r=a = 0.4178 Te/e
example: drop at r=a = 1.254 V
a/Debye=1e3: drop at r=a = 0.4515 Te/e
a/Debye=1e4: drop at r=a = 0.4802 Te/e
ratio of shifts from 1/2 = 0.4085
ratio from 2/5 power = 0.3981
extrapolated drop = 0.4992 Te/e
SHEATH ENTRY TEST (edge Debye lengths)
u/cs=0.8: first zero of chi at 2.0949
u/cs=1.2: growth rate of chi = 0.5528
PLANAR IONIZING PRESHEATH, COLD FLUID
density ratio = 0.5000
drop = 0.6931 Te/e
flux/(n0 cs) = 0.5000
PLANAR IONIZING PRESHEATH, KINETIC IONS
density ratio = 0.4257
drop = 0.8540 Te/e
flux/(n0 cs) = 0.4871
flux-averaged ion energy = 0.7081 Te
density-averaged ion energy = 0.6746 Te
```
